# Atoms in a copper cube one electron mean free path wide

## The form of the answer

The number of atoms $N$ in a cube cut from a crystal is a pure number. For a given crystal structure, orientation and position of the cube relative to the lattice cell, the lengths available are the edge $L$ of the cube and the lattice parameter $a$, so $N$ can depend on them only through $L/a$. When $L\gg a$, almost every atom lies far from the faces, and doubling a volume doubles its atoms. The leading term must therefore be proportional to the volume:

$$N\simeq C\left(\frac{L}{a}\right)^3 ,\qquad \frac{L}{a}\to\infty .$$

The atoms affected by the choice of boundary lie near the faces, whose area grows as $L^2$. A first correction, if present, is then of order $(L/a)^2$, smaller than the leading term by a factor of order $a/L$.

Copper is face-centred cubic (fcc). Its conventional cell, a cube of edge $a$, has eight corner atoms, each shared by eight cells, and six face atoms, each shared by two:

$$C=8\cdot\tfrac18+6\cdot\tfrac12=4 .$$

The atom density is $n=4/a^3$, and the leading term is $N\simeq nL^3$.

## The leading number

The lattice parameter of copper at room temperature is about 0.36 nm. For a definite example, set $a=0.361$ nm and $L=39$ nm. Then

$$n=\frac{4}{(0.361\ \text{nm})^3}=85.02\ \text{nm}^{-3},\qquad L^3=59\,319\ \text{nm}^3,$$

$$N\simeq 85.02\times 59\,319=5.04\times10^6 .$$

The cube holds about five million atoms. The extra digits kept below serve to compare ways of counting; the mean free path itself is not known that finely.

## The first correction

**A periodic supercell.** A cubic supercell aligned with the crystal axes must contain a whole number $m$ of conventional cells along each edge. Opposite faces are identified, so each boundary atom is counted once and $N_{\rm per}=4m^3$, with no surface term. What remains is the rounding of the edge. Write $m=L/a+\delta$, with $|\delta|\le\tfrac12$, and expand the cube:

$$N_{\rm per}=4\left(\frac La\right)^3\left(1+\frac{\delta a}{L}\right)^3
=4\left(\frac La\right)^3\left[1+3\delta\frac aL+O\!\left(\frac{a^2}{L^2}\right)\right].$$

Here $L/a=108.03$, so $m=108$ and $\delta=-0.03$. The relative correction is $3(-0.03)/108\approx-0.1\%$, and the supercell has

$$N_{\rm per}=4\times108^3=5\,038\,848$$

atoms and an edge of $38.99$ nm. For the least favourable edge near this size, $|\delta|=\tfrac12$ would give a correction of about $1.4\%$.

**A block with all its faces.** Now keep every atom on all six faces of a block of $m^3$ cells. There are $m+1$ corner sites along each edge, hence $(m+1)^3$ corner sites. Face-centre sites belong to three families, one for each orientation of the face. Each family has $m+1$ planes with $m^2$ sites. Thus

$$\begin{aligned}
N_{\rm block}&=(m+1)^3+3m^2(m+1)\\
&=(m^3+3m^2+3m+1)+(3m^3+3m^2)\\
&=4m^3+6m^2+3m+1 .
\end{aligned}$$

The surface term is $6m^2$, and its ratio to the leading term is $3/(2m)$. For $m=108$ it adds $69\,984$ atoms, or $1.4\%$. For $m=6$, an edge of only $2.2$ nm, the leading term is 864 and the full count is 1099, which is 27% larger. The volume estimate is therefore good for the large cube, while a small cluster needs its surface counted.

**A cube placed at random.** If the position of the cube is averaged uniformly over a lattice cell, every point of space is equally likely to carry an atom, with density $n$. The mean count is then $nL^3$, with no surface correction. An individual placement fluctuates about it. A site-by-site count in one tilted and shifted cube of edge 39 nm gives $5\,043\,500$, which agrees with $nL^3=5.0435\times10^6$ to the digits shown.

## Where 39 nm comes from

The width can be obtained from the resistivity $\rho$. Assume one conduction electron per atom, scattering by lattice vibrations, and a mean free path $\lambda$ that is the same for all electrons at the Fermi surface. Let $\tau=\lambda/v$ be the relaxation time of an electron of speed $v$.

In a field $F$ along $x$, an electron of charge $-e$ obeys $\hbar\dot k_x=-eF$. In the steady state, the drift of the distribution is balanced by relaxation:

$$-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau}
\quad\Rightarrow\quad
\delta f=eF\tau v_x\frac{\partial f_0}{\partial E},$$

because $\partial E/\partial k_x=\hbar v_x$. This keeps the term linear in $F$. The current density is $-e$ times the velocity, summed over both spins:

$$j_x=-2e\int\!\frac{d^3k}{(2\pi)^3}\,v_x\,\delta f
\quad\Rightarrow\quad
\sigma=\frac{j_x}{F}=2e^2\int\!\frac{d^3k}{(2\pi)^3}\,v_x^2\tau\left(-\frac{\partial f_0}{\partial E}\right).$$

The factor $-\partial f_0/\partial E$ is a narrow peak, symmetric about the chemical potential. Replacing it by a delta function at the Fermi energy $E_F$ leaves a relative error of order $(k_BT/E_F)^2$, about $10^{-5}$ here. Next write $d^3k=dS\,dE/(\hbar v)$, where $dS$ is an element of a constant-energy surface. With $\tau=\lambda/v$,

$$\sigma=\frac{e^2\lambda}{4\pi^3\hbar}\int dS\,\frac{v_x^2}{v^2}
=\frac{e^2\lambda S}{12\pi^3\hbar}.$$

The last step uses cubic symmetry: $v_x^2/v^2$, $v_y^2/v^2$ and $v_z^2/v^2$ have equal surface averages and add to one.

For free electrons the surface is a sphere of radius $k_F$. Filling it with two spins per wavevector gives

$$n=\frac{2}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad k_F=(3\pi^2n)^{1/3}=13.60\ \text{nm}^{-1}.$$

Inserting $S=4\pi k_F^2$ and then $k_F^2=3\pi^2n/k_F$,

$$\sigma=\frac{e^2\lambda k_F^2}{3\pi^2\hbar}=\frac{ne^2\lambda}{\hbar k_F}
\quad\Rightarrow\quad
\lambda=\frac{\hbar k_F}{ne^2\rho}.$$

The rough resistivity of copper at 300 K is $1.7\ \mu\Omega\,$cm, or $17\ \Omega\,$nm. With $\hbar/e^2=4108\ \Omega$,

$$\lambda=\frac{4108\times13.60}{85.02\times17}\ \text{nm}=38.7\ \text{nm},$$

which rounds to the stated 39 nm.

## How errors in the width enter

For a small change $\Delta L$ at fixed density,

$$\frac{N(L+\Delta L)}{N(L)}=1+3\frac{\Delta L}{L}+3\left(\frac{\Delta L}{L}\right)^2+\cdots .$$

One nanometre in 39 changes $N$ by $7.7\%$ at first order. The full cubes give $4.67\times10^6$ atoms at 38 nm and $5.44\times10^6$ at 40 nm, changes of $-7.5\%$ and $+7.9\%$. The second-order term, $+0.2\%$, accounts for the asymmetry. Uncertainty in the mean free path thus matters more than the rounding of this supercell.

## What the cube means for a Kubo calculation

A perfect crystal needs only its primitive cell. A large supercell is needed when thermal displacements or defects are represented explicitly, since they break the lattice periodicity. The mean free path then sets a natural length to compare with the cell.

If the chance of scattering in a distance $dx$ is $dx/\lambda$, the probability $P$ of free flight obeys $dP/dx=-P/\lambda$, so $P(x)=e^{-x/\lambda}$. Of the electrons that start at one face and move along an edge, a fraction $e^{-1}=0.37$ would cross a cube of edge $\lambda$ unscattered. Here $\lambda$ is the distance between collisions. The length obtained from resistivity equals it only if the cosine of the deflection angle averages to zero; if small deflections dominate, the resistivity length is longer and fewer electrons cross it unscattered. In a periodic cell they re-enter and meet the same disorder again. One mean free path is therefore a length scale, not a proof of convergence.

The allowed wavevectors give a second comparison. With periodic boundary conditions at a single k-point, neighbouring values along an edge differ by $\Delta k=2\pi/L$. For free electrons of mass $m_e$, centred on $k_F$ and moving along that edge,

$$\Delta E=\frac{\hbar^2}{2m_e}\left[\left(k_F+\frac{\Delta k}{2}\right)^2-\left(k_F-\frac{\Delta k}{2}\right)^2\right]
=\frac{\hbar^2k_F\Delta k}{m_e}=\frac{2\pi\hbar v_F}{L}.$$

Scattering broadens a state by about $\hbar/\tau=\hbar v_F/\lambda$, if the lifetime of the state is taken equal to the relaxation time. Hence

$$\frac{\Delta E}{\hbar/\tau}=2\pi\frac{\lambda}{L}.$$

For $v_F=1.575$ nm/fs and $\lambda=38.7$ nm, $\tau=24.6$ fs and the broadening is 27 meV. At $L=\lambda$ the step is 168 meV, larger by $2\pi$. These are free-electron values. The average Fermi velocity of real copper is lower, roughly 1.1 nm/fs, which gives $\tau\approx35$ fs, a broadening near 19 meV and a step near 119 meV; the ratio $2\pi$ is unchanged. This is the spacing along one line of wavevectors; levels from other directions fall in between. Making the step equal to the broadening at a single k-point would take $L=2\pi\lambda$ and $(2\pi)^3\approx248$ times as many atoms, over a billion. That condition is far stricter than the conductivity needs, because of the levels in between: at $L=\lambda$ about 15 000 wavevectors lie within the broadening. For free electrons with Lorentzian levels of full width $\hbar/\tau$ and Fermi smearing at 300 K, the single-k-point sum for $\sigma$ differs from the integral by less than $0.5\%$ at $L=\lambda$ and by up to about $3\%$ at $L=\lambda/2$; without thermal smearing the difference at $L=\lambda$ reaches about $6\%$. This estimate concerns only the wavevector mesh. Additional k-points refine the wavevector mesh without enlarging the cell, but the disorder still repeats with period $L$.

The matrix size shows what five million atoms demand. With one s, three p and five d orbitals per atom and spin left out, the Hamiltonian has dimension $9N_{\rm per}=4.535\times10^7$. Stored as a full matrix of 16-byte complex numbers it takes

$$16\times(4.535\times10^7)^2\ \text{bytes}=32.9\ \text{PB}.$$

If each orbital couples to a bounded number of neighbours, the nonzero elements grow only as $N$, which favours Kubo methods that act with a sparse Hamiltonian on vectors. By comparison, a cube of 1000 atoms has edge $(1000/n)^{1/3}=2.27$ nm, about one seventeenth of 39 nm. Another route computes electron–phonon scattering in the primitive cell and solves the Boltzmann equation, with no supercell of width $\lambda$.

## Temperature and the shape of the Fermi surface

The Bloch–Grüneisen model describes phonon-limited resistivity with a Debye spectrum and a spherical Fermi surface. With $X=\Theta/T$, where $\Theta$ is the Debye temperature, it gives

$$\rho\propto X^{-5}\int_0^X\frac{x^5\,dx}{4\sinh^2(x/2)} .$$

For small $x$, $4\sinh^2(x/2)=x^2(1+x^2/12+\cdots)$. The integrand is then $x^3-x^5/12+\cdots$, and

$$\rho\propto X^{-5}\left(\frac{X^4}{4}-\frac{X^6}{72}+\cdots\right)
=\frac{T}{4\Theta}\left(1-\frac{\Theta^2}{18T^2}+\cdots\right).$$

The leading law is linear in $T$, and the first correction makes the rise slightly steeper than proportional. With a rough $\Theta=320$ K, numerical integration gives $\rho(378\ \text{K})/\rho(300\ \text{K})=1.289$, compared with $1.26$ from proportionality alone. At fixed density the mean free path falls from 39 to 30.2 nm, and a cube of that width holds $2.35\times10^6$ atoms, less than half the room-temperature number. These figures hold at fixed volume. With a rough linear expansion coefficient of 17 ppm/K, the density falls by only $3\times17\times10^{-6}\times78=0.4\%$, but expansion also lowers $\Theta$, and at high temperature $\rho\propto T/\Theta^2$ once the prefactor $1/\Theta$ of the model is included. With a Grüneisen parameter of 1.5 to 2 the ratio rises to about $1.31$, close to tabulated values for copper, and the count falls by 4 to 5%, to about $2.25\times10^6$.

The Fermi surface of copper is not a sphere; it has necks that reach the zone boundary. As an illustration, not a fit to copper, take a half-filled one-band fcc model with $x=k_xa/2$, and likewise $y$ and $z$:

$$E\propto-(\cos x\cos y+\cos y\cos z+\cos z\cos x)-0.1(\cos2x+\cos2y+\cos2z).$$

Its Fermi level lies just above the energy at the centre of the hexagonal zone face, so this model has necks too. Integrating over a wavevector grid, with the delta function replaced by a narrow Gaussian, gives a surface area $0.99$ times that of the free-electron sphere. The smearing can itself shift the area by a percent or so, so the difference from one is not resolved. At fixed resistivity $\lambda\propto1/S$, so in this model the atom number stays near five million. The number varies as $S^{-3}$: a surface 4% smaller than the sphere would raise it by about 13%. The model does not include any variation of $\lambda$ over the surface.

## Beside real copper interconnects

The lattice parameter, resistivity and 39 nm width are typical of bulk copper near room temperature. A narrow interconnect breaks the bulk assumption, because its surfaces and grain boundaries also scatter electrons. If they doubled the resistivity at fixed electron density, the formula for $\lambda$ would return half the length, and a cube of that width would hold one eighth of the atoms. That shorter length would be an effective one that stands for all scattering together, not exactly the mean distance between collisions; the phonon-limited path inside the grains need not have changed. The figure of five million thus belongs to bulk, phonon-limited copper at about 300 K.
